# Isotope shifts of mixed levels and the bending of King plots: test program

```python
"""
Sharing rule for isotope shifts of mixed levels, and the bend of a King plot.

Result under test: if an isotope change adds s_i to pure configuration state i,
a mixed level shifts by sum_i c_i^2 s_i to first order. For two coupled states
the upper level has in addition the exact excess
    q = 2 V^2 x^2 / [R0^2 (R + R0 + D0 x / R0)],   x = s_1 - s_2,
which makes the King plot depart from a straight line.

Symbols: D0 = spacing of the uncoupled states in the reference isotope,
V = coupling, R = sqrt(D^2 + 4 V^2) = spacing of the mixed levels, D = D0 + x,
mu = 1/M - 1/M_ref, lam = change of mean-square nuclear radius,
s_i = K_i mu + F_i lam, relative to an unmixed ground level.
Transition a ends on an unmixed level, transition b on the upper mixed level.
Energies in eV, lengths in angstrom, masses in u.
"""
import numpy as np
from scipy.constants import e, h

# ---------- general sharing rule, several configurations ----------
rng = np.random.default_rng(7)
size = 5
coupling = rng.normal(size=(size, size))
H = np.diag(np.arange(size) * 1.5) + 0.3 * (coupling + coupling.T)
pure_shift = rng.normal(size=size)
S_diag = np.diag(pure_shift)
cross = rng.normal(size=(size, size))
S_full = S_diag + np.triu(cross, 1) + np.triu(cross, 1).T
energies, vectors = np.linalg.eigh(H)
step = 1e-4


def slope_of_levels(S):
    """Central difference of all eigenvalues with respect to the shift size."""
    return (np.linalg.eigvalsh(H + step * S)
            - np.linalg.eigvalsh(H - step * S)) / (2 * step)


shared = (vectors**2).T @ pure_shift
assert np.allclose(slope_of_levels(S_diag), shared, atol=1e-6)
# With off-diagonal elements the cross terms are needed.
with_cross = np.einsum("ik,ij,jk->k", vectors, S_full, vectors)
assert np.allclose(slope_of_levels(S_full), with_cross, atol=1e-6)
assert np.max(np.abs(with_cross - shared)) > 0.1

# Exact rule for a finite change: weights from products of amplitudes.
finite = 0.4
energies_b, vectors_b = np.linalg.eigh(H + finite * S_diag)
products = vectors * vectors_b
pair_weights = products / products.sum(axis=0)
assert np.allclose(energies_b - energies,
                   finite * pure_shift @ pair_weights, atol=1e-10)

# One-body operator between two-electron determinants.
u = rng.normal(size=(4, 4))
u = u + u.T
one = np.eye(4)
one_body = np.kron(u, one) + np.kron(one, u)


def determinant_state(i, j):
    return (np.kron(one[i], one[j]) - np.kron(one[j], one[i])) / np.sqrt(2)


two_changed = determinant_state(0, 1) @ one_body @ determinant_state(2, 3)
one_changed = determinant_state(0, 1) @ one_body @ determinant_state(0, 2)
assert abs(two_changed) < 1e-12
assert np.isclose(one_changed, u[1, 2]) and abs(u[1, 2]) > 1e-3

# ---------- model atom with two near-degenerate states ----------
D0, V = 6e-5, 4e-5                                # eV
M_ref = 140.0                                     # u
M = np.array([142.0, 144.0, 146.0, 148.0])        # u
lam = np.array([0.2, 0.5, 1.1, 1.3]) * 1e-10      # angstrom^2
K1, K2, Ka = -1e-3, 2e-3, -1e-3                   # eV u
F1, F2, Fa = -6e4, 2e4, -5e4                      # eV / angstrom^2
mu = 1 / M - 1 / M_ref
s1, s2 = K1 * mu + F1 * lam, K2 * mu + F2 * lam
x = s1 - s2
shift_a = Ka * mu + Fa * lam


def solve(t1, t2, spacing, v):
    """Eigenvalues (lower, upper) and eigenvectors of the coupled pair."""
    return np.linalg.eigh(np.array([[spacing / 2 + t1, v],
                                    [v, -spacing / 2 + t2]]))


def level_shifts(t1, t2, spacing, v):
    """Shifts of lower and upper level from the reference isotope."""
    start = solve(0.0, 0.0, spacing, v)[0]
    return np.array([solve(p, r, spacing, v)[0] - start
                     for p, r in zip(t1, t2)]).T


def king_fit(shift_b):
    """Straight-line fit of modified shifts: slope, intercept, residuals."""
    slope, intercept = np.polyfit(shift_a / mu, shift_b / mu, 1)
    return slope, intercept, shift_b / mu - slope * shift_a / mu - intercept


lower, upper = level_shifts(s1, s2, D0, V)
ref_vector = solve(0.0, 0.0, D0, V)[1][:, 1]
p0 = ref_vector[0]**2
R0 = np.hypot(D0, 2 * V)
R = np.hypot(D0 + x, 2 * V)
iso_vectors = np.array([solve(p, r, D0, V)[1][:, 1] for p, r in zip(s1, s2)])
weight = iso_vectors[:, 0]**2
assert np.allclose(weight, (1 + (D0 + x) / R) / 2, rtol=1e-9)
assert np.isclose(p0, (1 + D0 / R0) / 2, rtol=1e-9)
pair_weight = iso_vectors[:, 0] * ref_vector[0] / (iso_vectors @ ref_vector)
assert np.allclose(upper, pair_weight * s1 + (1 - pair_weight) * s2,
                   rtol=1e-8)

fixed = p0 * s1 + (1 - p0) * s2
fixed_lower = (1 - p0) * s1 + p0 * s2
excess = upper - fixed
q_formula = 2 * V**2 * x**2 / (R0**2 * (R + R0 + D0 * x / R0))
q_small = V**2 * x**2 / R0**3
assert np.allclose(excess, q_formula, rtol=1e-7, atol=0)
assert np.allclose(lower - fixed_lower, -q_formula, rtol=1e-7, atol=0)
assert np.allclose(lower + upper, s1 + s2, rtol=1e-9, atol=0)


def small_shift_error(scale):
    """Error of the quadratic estimate when all shifts are scaled down."""
    exact = level_shifts(scale * s1, scale * s2, D0, V)[1] - scale * fixed
    return exact[-1] - scale**2 * q_small[-1]


# The neglected term is cubic: halving the shifts divides it by about eight.
assert abs(small_shift_error(0.1) / small_shift_error(0.05) - 8) < 0.3

# Curvature of the upper level against spacing: greatest at the crossing.
spacings = np.linspace(-2e-4, 2e-4, 81)
probe = 1e-6
curvature = np.array([
    (solve(probe, 0, d, V)[0][1] + solve(-probe, 0, d, V)[0][1]
     - 2 * solve(0, 0, d, V)[0][1]) / (2 * probe**2) for d in spacings])
peak = np.argmax(curvature)
assert abs(spacings[peak]) < 1e-12
assert np.isclose(curvature[peak], 1 / (8 * V), rtol=1e-3)

# ---------- King plot ----------
slope, intercept, residual = king_fit(upper)
slope_fixed, intercept_fixed, residual_fixed = king_fit(fixed)
Kb, Fb = p0 * K1 + (1 - p0) * K2, p0 * F1 + (1 - p0) * F2
assert np.isclose(slope_fixed, Fb / Fa, rtol=1e-8)
assert np.isclose(intercept_fixed, Kb - Ka * Fb / Fa, rtol=1e-7)
bend = np.max(np.abs(residual))
uncoupled = level_shifts(s1, s2, D0, 0.0)[1]
for straight in (fixed, uncoupled, lower + upper):
    assert np.max(np.abs(king_fit(straight)[2])) < 1e-7 * bend
assert bend > 1e-3 * np.max(np.abs(upper / mu))

# Collinearity determinant of three isotope pairs.
det_data = np.linalg.det(np.array([mu, shift_a / 1e-6, upper / 1e-6])[:, :3])
det_rule = Fa * np.linalg.det(
    np.array([mu, lam / 1e-6, q_formula / 1e-6])[:, :3])
assert np.isclose(det_data, det_rule, rtol=1e-6, atol=0)

# Wider spacing at the same mixing angle weakens the bend.
factors = [1, 10, 100]
residual_shift = []
for factor in factors:
    wide = level_shifts(s1, s2, factor * D0, factor * V)[1]
    residual_shift.append(np.max(np.abs(king_fit(wide)[2] * mu)))
assert abs(residual_shift[1] / residual_shift[2] - 10) < 0.5

# ---------- printed numbers ----------
print(f"Uncoupled spacing D0 = {D0:.3e} eV, coupling V = {V:.3e} eV")
print(f"Mixed-level spacing R0 = {R0:.3e} eV")
print(f"Weight of state 1 in upper level, reference isotope = {p0:.4f}")
print(f"Reference mass = {M_ref:.0f} u")
print(f"K1, K2, Ka = {K1:.1e}, {K2:.1e}, {Ka:.1e} eV u")
print(f"F1, F2, Fa = {F1:.1e}, {F2:.1e}, {Fa:.1e} eV/angstrom^2")
print(f"Weighted means: Kb = {Kb:.3e} eV u, Fb = {Fb:.3e} eV/angstrom^2")
for i, mass in enumerate(M):
    print(f"Isotope {mass:.0f} u: mu = {mu[i]:.5e} 1/u, "
          f"lam = {lam[i]:.2e} angstrom^2")
    print(f"  pure shifts s1 = {s1[i]:.4e}, s2 = {s2[i]:.4e}, "
          f"x = {x[i]:.4e} eV")
    print(f"  weight of state 1 = {weight[i]:.5f}, "
          f"pair weight = {pair_weight[i]:.5f}")
    print(f"  upper shift = {upper[i]:.5e}, fixed-weight = {fixed[i]:.5e} eV")
    print(f"  excess q = {excess[i]:.4e}, small-x q = {q_small[i]:.4e} eV")
    print(f"  lower shift = {lower[i]:.5e}, shift a = {shift_a[i]:.5e} eV")
    print(f"  King point: n_a = {shift_a[i] / mu[i]:.5e}, "
          f"n_b = {upper[i] / mu[i]:.5e} eV u")
    print(f"  fit residual = {residual[i]:.3e} eV u, "
          f"as a shift = {residual[i] * mu[i]:.3e} eV")
print(f"King slope: fixed weights {slope_fixed:.4f}, fitted {slope:.4f}")
print(f"King intercept: fixed weights {intercept_fixed:.4e}, "
      f"fitted {intercept:.4e} eV u")
for factor, value in zip(factors, residual_shift):
    print(f"Largest residual shift, spacing R0 x {factor}: {value:.3e} eV")
print(f"Largest residual shift at R0 = {residual_shift[0] * e / h / 1e6:.2f} MHz")
print(f"Curvature q/x^2 at D0 = 0: {curvature[peak]:.1f} 1/eV")
print(f"Curvature q/x^2 at chosen D0: {V**2 / R0**3:.1f} 1/eV")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Uncoupled spacing D0 = 6.000e-05 eV, coupling V = 4.000e-05 eV
Mixed-level spacing R0 = 1.000e-04 eV
Weight of state 1 in upper level, reference isotope = 0.8000
Reference mass = 140 u
K1, K2, Ka = -1.0e-03, 2.0e-03, -1.0e-03 eV u
F1, F2, Fa = -6.0e+04, 2.0e+04, -5.0e+04 eV/angstrom^2
Weighted means: Kb = -4.000e-04 eV u, Fb = -4.400e+04 eV/angstrom^2
Isotope 142 u: mu = -1.00604e-04 1/u, lam = 2.00e-11 angstrom^2
  pure shifts s1 = -1.0994e-06, s2 = 1.9879e-07, x = -1.2982e-06 eV
  weight of state 1 = 0.79580, pair weight = 0.79791
  upper shift = -8.37041e-07, fixed-weight = -8.39759e-07 eV
  excess q = 2.7176e-09, small-x q = 2.6965e-09 eV
  lower shift = -6.35626e-08, shift a = -8.99396e-07 eV
  King point: n_a = 8.94000e-03, n_b = 8.32019e-03 eV u
  fit residual = -1.136e-05 eV u, as a shift = 1.143e-09 eV
Isotope 144 u: mu = -1.98413e-04 1/u, lam = 5.00e-11 angstrom^2
  pure shifts s1 = -2.8016e-06, s2 = 6.0317e-07, x = -3.4048e-06 eV
  weight of state 1 = 0.78877, pair weight = 0.79444
  upper shift = -2.10170e-06, fixed-weight = -2.12063e-06 eV
  excess q = 1.8931e-08, small-x q = 1.8548e-08 eV
  lower shift = -9.67088e-08, shift a = -2.30159e-06 eV
  King point: n_a = 1.16000e-02, n_b = 1.05926e-02 eV u
  fit residual = 3.511e-05 eV u, as a shift = -6.965e-09 eV
Isotope 146 u: mu = -2.93542e-04 1/u, lam = 1.10e-10 angstrom^2
  pure shifts s1 = -6.3065e-06, s2 = 1.6129e-06, x = -7.9194e-06 eV
  weight of state 1 = 0.77279, pair weight = 0.78671
  upper shift = -4.61735e-06, fixed-weight = -4.72258e-06 eV
  excess q = 1.0524e-07, small-x q = 1.0035e-07 eV
  lower shift = -7.61949e-08, shift a = -5.20646e-06 eV
  King point: n_a = 1.77367e-02, n_b = 1.57298e-02 eV u
  fit residual = 3.700e-05 eV u, as a shift = -1.086e-08 eV
Isotope 148 u: mu = -3.86100e-04 1/u, lam = 1.30e-10 angstrom^2
  pure shifts s1 = -7.4139e-06, s2 = 1.8278e-06, x = -9.2417e-06 eV
  weight of state 1 = 0.76787, pair weight = 0.78437
  upper shift = -5.42110e-06, fixed-weight = -5.56556e-06 eV
  excess q = 1.4446e-07, small-x q = 1.3665e-07 eV
  lower shift = -1.64996e-07, shift a = -6.11390e-06 eV
  King point: n_a = 1.58350e-02, n_b = 1.40407e-02 eV u
  fit residual = -6.075e-05 eV u, as a shift = 2.346e-08 eV
King slope: fixed weights 0.8800, fitted 0.8368
King intercept: fixed weights 4.8000e-04, fitted 8.5038e-04 eV u
Largest residual shift, spacing R0 x 1: 2.346e-08 eV
Largest residual shift, spacing R0 x 10: 2.170e-09 eV
Largest residual shift, spacing R0 x 100: 2.153e-10 eV
Largest residual shift at R0 = 5.67 MHz
Curvature q/x^2 at D0 = 0: 3124.9 1/eV
Curvature q/x^2 at chosen D0: 1600.0 1/eV
ALL CHECKS PASSED
```
